# Equilibrium pressure of atomic nitrogen over hot molecular nitrogen

## Problem

Molecular nitrogen is held at 1000 K and a partial pressure of 1 bar. Using molecular partition functions and the dissociation energy, show that the pressure of atomic nitrogen in equilibrium with it,

\[
\mathrm{N_2}\rightleftharpoons 2\,\mathrm N ,
\]

is about \(3\times10^{-22}\) bar. Then decide what this pressure means for a nitridation furnace.

**Data.** The dissociation energy is \(D_0=9.76\) eV, a measured value rounded to three figures. It is the energy needed to take a molecule from its lowest vibrational and rotational level to two separate ground-state atoms at rest. The mass of a \(^{14}\mathrm N\) atom is \(m=14.003\) u. A frozen-core CCSD(T)/cc-pVTZ calculation gives the bond length \(r_e=1.1037\) Å and the harmonic wavenumber 2346 cm\(^{-1}\).

**Assumptions.** Both species are ideal gases in their electronic ground states. The molecule is treated as a rigid rotor and a harmonic oscillator. Equilibrium is taken as given at first; whether it is reached is a separate question, taken up in step 8.

## Hints

1. Write the statistical weight of a mixture of \(N_1\) atoms and \(N_2\) molecules, and maximize it with the number of nuclei fixed.
2. Use one zero of energy for both species. Two free atoms at rest are a convenient choice.
3. Since \(D_0\) starts from the lowest molecular level, the vibrational partition function must start there too.
4. Count the nuclear spin states of the molecule and of two free atoms. Most of the count cancels, but a factor of 2 remains.
5. One molecule makes two atoms. Look for the square root this produces, and for what it does to the exponent.

## Full solution

### 1. The condition of equilibrium

Let \(q_N\) and \(q_2\) be the partition functions of one atom and one molecule in a volume \(V\), with the same zero of energy. Particles of one species are indistinguishable, and the gas is dilute, so a composition has the weight

\[
W=\frac{q_N^{N_1}}{N_1!}\,\frac{q_2^{N_2}}{N_2!},\qquad N_1+2N_2=\text{constant}.
\]

For large numbers, \(\ln N!\simeq N\ln N-N\), and hence

\[
\ln W=N_1\ln\frac{q_N}{N_1}+N_1+N_2\ln\frac{q_2}{N_2}+N_2 .
\]

The derivatives are \(\partial\ln W/\partial N_1=\ln(q_N/N_1)\) and \(\partial\ln W/\partial N_2=\ln(q_2/N_2)\), because the \(-1\) from differentiating the logarithm cancels the \(+1\) from the linear term. The constraint gives \(dN_1=-2\,dN_2\). At the maximum,

\[
-2\ln\frac{q_N}{N_1}+\ln\frac{q_2}{N_2}=0
\quad\Longrightarrow\quad
\frac{N_1^2}{N_2}=\frac{q_N^2}{q_2}.
\]

An explicit sum over all compositions of 20,000 nuclei, with \(q_N^2/q_2=1000\), gives \(\langle N_1\rangle^2/\langle N_2\rangle=1000.03\).

With \(p_N=N_1kT/V\) and \(p_2=N_2kT/V\),

\[
K\equiv\frac{p_N^2}{p_2}=\frac{kT}{V}\frac{N_1^2}{N_2}
=kT\,\frac{(q_N/V)^2}{q_2/V}. \tag{1}
\]

This \(K\) has the dimension of pressure.

### 2. Translation

In one dimension a box of length \(L\) has levels \(E_n=h^2n^2/(8mL^2)\). Define the thermal wavelength

\[
\Lambda=\frac{h}{\sqrt{2\pi mkT}} .
\]

Then \(E_n/kT=\pi\Lambda^2n^2/(4L^2)\). When \(L\gg\Lambda\) the terms vary slowly with \(n\), and the sum may be replaced by an integral:

\[
\sum_{n\ge1}e^{-E_n/kT}\simeq\int_0^\infty e^{-\pi\Lambda^2n^2/(4L^2)}dn
=\frac12\sqrt{\frac{4L^2}{\Lambda^2}}=\frac L\Lambda .
\]

Three dimensions give \(V/\Lambda^3\). For an N atom at 1000 K, \(\Lambda_N=14.75\) pm. Even a box of only 10 nm has \(L/\Lambda_N=677.81\), against an explicit sum of 677.31. The missing one half is the end correction for a sum that starts at \(n=1\), and it is negligible in a furnace.

The molecule has mass \(2m\), so \(\Lambda_2=\Lambda_N/\sqrt2=10.43\) pm.

### 3. The atom's internal states

The ground configuration has three electrons in the \(2p\) shell, and Hund's rule makes their spins parallel. They must then occupy \(m_l=-1,0,1\) once each. There is one such arrangement with all spins up, and its total \(M_L\) is zero. Therefore \(L=0\) and \(S=3/2\), with degeneracy \(2S+1=4\). Leaving the nuclear spin for the next step,

\[
\frac{q_N}{V}=\frac{4}{\Lambda_N^3}. \tag{2}
\]

### 4. Rotation and nuclear spin

The reduced mass is \(\mu=m/2\). The rotor levels are \(k\theta_{\rm rot}J(J+1)\), each with degeneracy \(2J+1\), where

\[
\theta_{\rm rot}=\frac{\hbar^2}{2\mu r_e^2k}=2.844\ \mathrm K .
\]

A \(^{14}\mathrm N\) nucleus has spin 1 and is a boson. Two such nuclei have \(3\times3=9\) spin states, of which 6 are symmetric and 3 antisymmetric under exchange. The total wavefunction must be symmetric. The electronic ground state and the vibrational state are unchanged by the exchange, while the rotational function acquires \((-1)^J\). Even \(J\) therefore goes with the 6 symmetric spin states, and odd \(J\) with the 3 antisymmetric ones.

For \(T\gg\theta_{\rm rot}\) the sum over all \(J\) becomes an integral. With \(u=J(J+1)\), \(du=(2J+1)dJ\),

\[
\sum_J(2J+1)e^{-J(J+1)\theta_{\rm rot}/T}\simeq\int_0^\infty e^{-u\theta_{\rm rot}/T}du=\frac{T}{\theta_{\rm rot}} .
\]

Even and odd \(J\) contribute half each. With the spin weights the result is

\[
6\,\frac{T}{2\theta_{\rm rot}}+3\,\frac{T}{2\theta_{\rm rot}}=9\,\frac{T}{2\theta_{\rm rot}} .
\]

The two free atoms also carry a spin factor \(3^2=9\) in \(q_N^2\), which cancels the 9 here. What remains is

\[
q_{\rm rot}=\frac{T}{2\theta_{\rm rot}}=\frac{1000}{2(2.844)}=175.8 .
\]

The 2 is the symmetry number. Omitting it would double \(q_2\) and lower \(p_N\) by a factor \(\sqrt2\).

### 5. Vibration and the zero of energy

The wavenumber 2346 cm\(^{-1}\) corresponds to \(\theta_{\rm vib}=h\nu/k=3375\) K. Measured from the lowest level, the vibrational energies are \(vk\theta_{\rm vib}\), and the geometric series gives

\[
q_{\rm vib}=\sum_{v=0}^\infty e^{-v\theta_{\rm vib}/T}
=\frac1{1-e^{-\theta_{\rm vib}/T}}=\frac1{1-e^{-3.375}}=1.035 .
\]

The lowest molecular level lies at \(-D_0\) relative to two free atoms at rest. Its Boltzmann factor is \(e^{+D_0/kT}\), so

\[
\frac{q_2}{V}=\frac{q_{\rm rot}q_{\rm vib}}{\Lambda_2^3}\,e^{D_0/kT}. \tag{3}
\]

If the well depth \(D_e=D_0+h\nu/2\) were put in place of \(D_0\) here, the zero-point energy would be wrongly included. The pressure, which contains half the energy in its exponent, would change by \(e^{-\theta_{\rm vib}/4T}=e^{-0.844}=0.43\).

### 6. The pressure

Equations (1) to (3) give

\[
K=kT\,\frac{16}{\Lambda_N^6}\,\frac{\Lambda_2^3}{q_{\rm rot}q_{\rm vib}}\,e^{-D_0/kT}.
\]

Since \(\Lambda_2^3=\Lambda_N^3/(2\sqrt2)\) and \(16/(2\sqrt2)=4\sqrt2\),

\[
K=\frac{4\sqrt2\,kT}{\Lambda_N^3\,q_{\rm rot}q_{\rm vib}}\,e^{-D_0/kT},
\qquad p_N=\sqrt{Kp_2}. \tag{4}
\]

At 1000 K, \(kT=0.08617\) eV \(=1.381\times10^{-20}\) J. The factor before the exponential is

\[
\frac{5.657\,(1.381\times10^{-20}\ \mathrm J)}
{(1.475\times10^{-11}\ \mathrm m)^3(175.8)(1.035)}
\simeq1.34\times10^{11}\ \mathrm{Pa}=1.34\times10^6\ \mathrm{bar}.
\]

The exponent is \(D_0/kT=113.26\), and \(e^{-113.26}=6.48\times10^{-50}\). Thus

\[
K=(1.34\times10^6)(6.48\times10^{-50})\ \mathrm{bar}
\simeq8.66\times10^{-44}\ \mathrm{bar},
\]

\[
p_N=\sqrt{(8.66\times10^{-44}\ \mathrm{bar})(1\ \mathrm{bar})}
=2.9\times10^{-22}\ \mathrm{bar}=2.2\times10^{-19}\ \mathrm{Torr}.
\]

This is the required result. The large prefactor expresses the many translational states gained when one particle becomes two. It offsets only a small part of the energy cost.

**Limits.** Because \(p_N\propto\sqrt{p_2}\), lowering the nitrogen pressure a thousandfold lowers \(p_N\) by a factor of 32, while the ratio \(p_N/p_2\) rises by 32. Dilution favours dissociation.

If the total pressure \(P=p_N+p_2\) is prescribed instead, then \(p_N^2=K(P-p_N)\). The positive root is

\[
p_N=\frac K2\left(\sqrt{1+\frac{4P}{K}}-1\right).
\]

For \(K\ll P\) this returns \(\sqrt{KP}\). For \(K\gg P\), expanding the root to second order gives \(p_N\simeq P-P^2/K\), an almost fully dissociated gas. At 1000 K and 1 bar the first limit applies, and the distinction between \(P\) and \(p_2\) has no practical effect.

### 7. How accurate is the number?

The dissociation energy matters most. Lowering \(D_0\) by 0.01 eV multiplies \(p_N\) by 1.06, so rounding \(D_0\) to the nearest 0.01 eV leaves an uncertainty of about 3%.

A calculated dissociation energy gives an independent comparison. Frozen-core CCSD(T)/cc-pVTZ gives \(D_e=9.375\) eV. The basis error is then estimated from the change in the Hartree–Fock energy between cc-pVTZ and cc-pVQZ, and from MP2 correlation energies extrapolated with an inverse-cube law. This raises \(D_e\) to 9.845 eV. Subtracting the harmonic zero-point energy leaves \(D_0=9.70\) eV, which is 0.06 eV below the measured datum. It would give \(p_N=4.2\times10^{-22}\) bar. These digits are not converged in the basis: the same MP2 estimate made with cc-pVQZ and cc-pV5Z raises \(D_e\) and \(D_0\) by a further 0.05 eV, to \(D_0\simeq9.75\) eV and \(p_N\simeq3.2\times10^{-22}\) bar. The calculation omits core correlation, relativity and excitations beyond its CCSD(T) treatment, and MP2 only estimates the remaining basis error. It supports the order of magnitude; the measured \(D_0\) fixes the leading figure.

The other approximations are smaller:

- **Rigid rotor and harmonic oscillator.** A rotating Morse molecule with the same \(r_e\), curvature and \(D_0\) includes anharmonicity and the stretching of the bond by rotation. Summing its numerically calculated levels, with the spin weights 6 and 3, changes \(p_N\) by \(-0.5\%\).
- **Bond length and frequency.** The cc-pVTZ values are not converged in the basis. An MP2 estimate of the basis shift shortens \(r_e\) by 0.003 to 0.004 Å and raises the wavenumber by 10 to 20 cm\(^{-1}\), which changes \(p_N\) by about \(+0.4\%\). This largely cancels the previous correction: with measured spectroscopic constants, including anharmonicity and stretching, the net change of \(p_N\) is about \(+0.1\%\).
- **Excited atoms.** The first excited term has 10 states at roughly 2.4 eV. Its population relative to the ground term is about \((10/4)e^{-2.4\,\mathrm{eV}/kT}\simeq2\times10^{-12}\).
- **Non-ideal gas.** Treating molecules as hard spheres of diameter \(d\simeq0.37\) nm, a rough value, gives a relative pressure correction \((2\pi/3)d^3p_2/kT\simeq8\times10^{-4}\).

### 8. What the pressure means

The density \(p_N/kT\) is \(2.1\times10^{-3}\) cm\(^{-3}\), or about two atoms per litre on average. Such a pressure is a measure of chemical potential more than a usable supply of atoms. With so few atoms, Stirling's formula in step 1 needs care. Let \(x=p_NV/kT\). If single atoms can be exchanged with walls or a larger volume, the weight \(x^{N_1}/N_1!\) runs over all \(N_1\) and the mean is \(x\). In a closed vessel filled with pure \(\mathrm N_2\) and with inert walls, \(N_1\) must be even, the weights sum to \(\cosh x\), and the mean is \(x\tanh x\). This is 3% below \(x\) for one litre, a factor of 5 below it for 0.1 litre, and indistinguishable from it at ten litres.

Nor would the gas produce even these atoms quickly by itself. Let three-body recombination, \(\mathrm{N+N+N_2}\to\mathrm{N_2+N_2}\), occur at the rate \(k_rMn^2\) per unit volume, where \(n\) is the atomic density and \(M\) the molecular density. Each event removes two atoms. The reverse process does not depend on \(n\), and must balance recombination at \(n=n_{\rm eq}\). Hence

\[
\frac{dn}{dt}=2k_rM(n_{\rm eq}^2-n^2).
\]

With \(y=n/n_{\rm eq}\), this becomes \(dy/(1-y^2)=dt/\tau\), where \(\tau=1/(2k_rMn_{\rm eq})\). Starting from pure \(\mathrm N_2\), integration gives \(\operatorname{artanh}y=t/\tau\), or

\[
n=n_{\rm eq}\tanh(t/\tau).
\]

The molecular density follows from the pressure ratio: \(M=n_{\rm eq}p_2/p_N=7.2\times10^{18}\) cm\(^{-3}\). With a rough \(k_r=10^{-33}\) cm\(^6\)/s,

\[
\tau=\frac{1}{2(10^{-33})(7.2\times10^{18})(2.1\times10^{-3})}\ \mathrm s
\simeq3\times10^{16}\ \mathrm s,
\]

about \(10^9\) years. In this gas-phase model, a furnace charge stays far below equilibrium in atoms. The value of \(k_r\) is uncertain by an order of magnitude or so, and \(\tau\) with it. A real furnace also has walls. A wall that is itself in equilibrium with the \(\mathrm N_2\) and captures arriving atoms with probability \(\gamma\) must, by detailed balance, release atoms at the rate at which it would capture them at \(n_{\rm eq}\). For a tube of radius 10 cm, an assumed diffusion coefficient of 2 cm\(^2\)/s and \(\gamma\) between \(10^{-3}\) and \(10^{-6}\), the atom density would then settle within seconds to minutes. Such a surface shortens the time, but as a catalyst it cannot change \(p_N\).

The result also does not forbid nitridation by \(\mathrm N_2\). At equilibrium \(\mu_N=\mu_{N_2}/2\), so the molecular gas already offers nitrogen at the chemical potential of these rare atoms. A solid may take it up by dissociating molecules at its surface. The rate then depends on that surface reaction and on transport through the growing nitride, and need not be limited by the supply of free atoms.

## Variation 1: another temperature

**Question.** How steeply does \(p_N\) rise with temperature at fixed \(p_2=1\) bar?

**Solution.** In (4), \(kT\) contributes \(T\), \(\Lambda_N^{-3}\) contributes \(T^{3/2}\), and \(1/q_{\rm rot}\) contributes \(T^{-1}\). Thus \(K\propto T^{3/2}q_{\rm vib}^{-1}e^{-D_0/kT}\). With \(\beta=1/kT\),

\[
\ln K=\text{constant}-\tfrac32\ln\beta+\ln(1-e^{-\beta h\nu})-\beta D_0 .
\]

Differentiating, and using \(\ln p_N=\tfrac12\ln K+\tfrac12\ln p_2\),

\[
-\frac{d\ln p_N}{d\beta}=\frac12\left[D_0+\frac32kT-\frac{h\nu}{e^{h\nu/kT}-1}\right].
\]

At 1000 K this is 4.94 eV, close to \(D_0/2=4.88\) eV. The energy is halved because one dissociation supplies two atoms.

Holding the slope at 4.94 eV, the rise from 1000 to 1200 K is estimated as

\[
\exp\left[\frac{4.939}{8.617\times10^{-5}}\left(\frac1{1000}-\frac1{1200}\right)\right]
\simeq1.4\times10^4 ,
\]

which gives \(4.1\times10^{-18}\) bar. The full formula gives \(4.2\times10^{-18}\) bar; the small difference comes from holding the slope fixed. Further values are:

| \(T\) (K) | \(p_N\) (bar) |
|---:|---:|
| 800 | \(1.8\times10^{-28}\) |
| 1500 | \(6.1\times10^{-14}\) |
| 2000 | \(9.0\times10^{-10}\) |

Even at 2000 K, the atoms are a trace species at this pressure.

## Variation 2: furnace against plasma

**Question.** Compare the flux of N atoms onto a wafer at the equilibrium pressure with that from a plasma source maintaining 0.1 mTorr of atomic nitrogen. Hold the gas temperature at 1000 K in both cases.

**Solution.** For a Maxwell distribution of the velocity component \(v\) towards the surface,

\[
\Phi=n\int_0^\infty v\sqrt{\frac{m}{2\pi kT}}\,e^{-mv^2/2kT}dv
=n\sqrt{\frac{m}{2\pi kT}}\,\frac{kT}{m}
=\frac{p_N}{\sqrt{2\pi mkT}},
\]

where the last step uses \(n=p_N/kT\). The equilibrium pressure gives \(\Phi=65.5\) cm\(^{-2}\) s\(^{-1}\). For \(10^{15}\) arrivals per cm\(^2\), roughly one per surface site, the time is

\[
\frac{10^{15}}{65.5}\ \mathrm s=1.5\times10^{13}\ \mathrm s\simeq5\times10^5\ \text{years}.
\]

At equal temperature the fluxes are in the ratio of the pressures,

\[
\frac{10^{-4}\ \mathrm{Torr}}{2.207\times10^{-19}\ \mathrm{Torr}}=4.5\times10^{14}.
\]

The plasma flux is \(3.0\times10^{16}\) cm\(^{-2}\) s\(^{-1}\), and the same number of arrivals takes 0.03 s. These are arrival times; a growth time would also need the sticking probability and the transport through the film.

**The real process.** A temperature of 1000 K and a pressure of 1 bar are ordinary furnace conditions, although direct nitridation of silicon in \(\mathrm N_2\) is usually run several hundred kelvin hotter. The chosen 0.1 mTorr would correspond, for example, to 1% atomic nitrogen in a 10 mTorr discharge. A plasma breaks the assumption of chemical equilibrium: electrons dissociate molecules without the whole gas being hot. The atomic pressure chosen here is \(4.5\times10^{14}\) times the equilibrium value in the furnace at 1 bar. Its gas may also be cooler than 1000 K. At fixed atomic pressure, cooling it to 500 K would raise the flux by \(\sqrt2\), a minor change beside the loss of equilibrium. Ions and excited molecules may add to the nitridation and are not counted here.

The numerical output below gives the values used in this sheet.

## Values computed for the example and the checks

```
Temperature: 1000 K; N2 pressure: 1 bar
Input D0: 9.76 eV; 14N mass: 14.003 u
kT: 0.08617 eV; D0/kT: 113.26
CCSD(T)/cc-pVTZ bond length: 1.1037 angstrom
Harmonic wavenumber: 2346 cm^-1
theta_rot: 2.844 K; theta_vib: 3375 K
Thermal wavelength N: 14.75 pm
Thermal wavelength N2: 10.43 pm
Atomic degeneracy: 4
Nuclear-spin weights even/odd J: 6/3
q_rot: 175.84; q_vib: 1.0354
Prefactor of K: 1.3358e+06 bar
exp(-D0/kT): 6.4828e-50
K: 8.6601e-44 bar
RESULT p_N: 2.943e-22 bar = 2.207e-19 Torr
p_N from all Morse levels: 2.928e-22 bar
Change of p_N by these levels: -0.51 %
Mass-action sum: 1000.03; formula: 1000.00
Box sum: 677.31; L/Lambda: 677.81
CCSD(T)/cc-pVTZ De: 9.375 eV
Composite De: 9.845 eV; D0: 9.700 eV
p_N with composite D0: 4.17e-22 bar
Slope energy: 4.939 eV; D0/2: 4.880 eV
p_N at 800 K: 1.79e-28 bar
p_N at 1200 K: 4.18e-18 bar
p_N at 1500 K: 6.06e-14 bar
p_N at 2000 K: 9.01e-10 bar
N density: 2.13e-03 cm^-3
N wall flux: 65.5 cm^-2 s^-1
Time for 1e15 hits per cm^2: 4.84e+05 years
Plasma N pressure (chosen): 0.1 mTorr
Plasma N flux: 2.97e+16 cm^-2 s^-1
Plasma time for 1e15 hits per cm^2: 3.37e-02 s
Plasma/equilibrium flux ratio: 4.53e+14
Factor in p_N for D0 lower by 0.01 eV: 1.060
Excited-atom fraction (rough): 2.0e-12
Finite-size correction (rough): 7.7e-04
Recombination coefficient (rough): 1e-33 cm^6/s
Gas equilibration time (rough): 1e+09 years
```
